# Does Cooling a Copper Line Save Total Power?

Q: I have a copper line that carries 10 mA. At 300 K its resistance is 87.5 Ω, and at 77 K it is 12.5 Ω. The current is set by the circuit and will not change. The heat is \(I^2R\), so cooling divides my power bill by seven. Is there anything to add?

A: The heat in the line does fall by seven. With \(I=10\) mA,

\[
P_h=I^2R_h=(0.010\ \text{A})^2(87.5\ \Omega)=8.75\ \text{mW},
\]
\[
P_c=I^2R_c=(0.010\ \text{A})^2(12.5\ \Omega)=1.25\ \text{mW}.
\]

The subscript \(h\) means 300 K and \(c\) means 77 K. But the 1.25 mW is released in a place colder than its surroundings, and heat does not flow from there to the room unaided. A refrigerator has to carry it out, and the refrigerator draws power too. The bill is the sum of the two.

Q: Then I add another 1.25 mW for carrying out 1.25 mW. That is still a large saving.

A: The price of moving heat is not one watt per watt. It follows from two balances. Let the refrigerator run steadily. It takes heat from the cold stage at the rate \(Q_c\), receives work at the rate \(W\), and gives heat to the room at the rate \(Q_h\). All three are positive. Over a full cycle the machine returns to its initial state and stores no energy, so

\[
Q_h=Q_c+W .
\]

It stores no entropy either. The cold stage loses entropy at the rate \(Q_c/T_c\), and the room gains it at the rate \(Q_h/T_h\). The second law says that the total cannot decrease:

\[
\frac{Q_h}{T_h}-\frac{Q_c}{T_c}\ge 0 .
\]

Insert the energy balance and multiply by \(T_h\), which is positive and so leaves the inequality as it stands:

\[
Q_c+W\ge \frac{T_h}{T_c}\,Q_c
\quad\Longrightarrow\quad
W\ge\left(\frac{T_h}{T_c}-1\right)Q_c .
\]

Write \(a=T_h/T_c\). For 300 K and 77 K, \(a=3.896\), so each watt removed costs at least 2.896 W of work. Equality belongs to a reversible machine, which creates no entropy. That is what I shall call ideal refrigeration.

Q: So my resistance has to fall by more than 2.9 times?

A: No, because that counts the refrigerator and forgets the line. The current source still supplies \(P_c\) to the line. In the steady state all of this power becomes heat at the cold stage, so \(Q_c=P_c\) if no other heat gets in. The total electrical power is then

\[
P_{\rm tot}=P_c+W\ge P_c+(a-1)P_c=aP_c .
\]

The one watt spent in the line and the 2.896 W spent in the refrigerator make 3.896 W. At 300 K the line sits at the temperature of its surroundings and needs no refrigerator, so its total is simply \(P_h\). Define the resistance ratio \(r=R_h/R_c\). With the same current at both temperatures and ideal refrigeration,

\[
\frac{P_{\rm tot}}{P_h}=\frac{aI^2R_c}{I^2R_h}=\frac{a}{r}.
\]

Cooling saves power if this is below one, which means

\[
r>a=\frac{T_h}{T_c}=3.896 .
\]

The resistance must fall by more than about 3.9 times. At \(r=a\) the two bills are equal. A less than ideal refrigerator makes the condition stricter, so no refrigerator can produce a saving when \(r<a\).

Q: My line has \(r=7\), so I am still ahead.

A: With ideal refrigeration and no stray heat, yes. The total is

\[
3.896\times1.25\ \text{mW}=4.87\ \text{mW},
\]

which is 0.557 of the 8.75 mW at room temperature. The saving is 44%, where the heat in the line alone suggested 86%.

Q: Is there a simple way to see why the ratio of temperatures sets the limit?

A: Write the ideal total for an arbitrary line temperature \(T\) at or below \(T_h\):

\[
P_{\rm tot}(T)=I^2T_h\,\frac{R(T)}{T}.
\]

What matters is \(R/T\), not \(R\). Suppose that \(R\) is proportional to \(T^n\). Then \(r=a^n\), and the ratio of the bills is \(a/r=a^{1-n}\). For \(n=1\) it is one: a resistance that falls in proportion to temperature just pays for its refrigeration, however far you cool. For \(n>1\) cooling saves power, and for \(n<1\) it loses. If the resistance hardly changes, \(n\) is near zero and the bill rises by nearly the full factor \(a\).

The same expression settles whether a small step of cooling helps. Take the logarithm and differentiate with respect to \(\ln T\), with \(I\) and \(T_h\) fixed:

\[
\frac{d\ln P_{\rm tot}}{d\ln T}=\frac{d\ln R}{d\ln T}-1 .
\]

Lowering \(T\) lowers the bill when the right side is positive, so the resistance must change by a larger percentage than the absolute temperature does.

Q: Copper is copper. If one line falls by seven, will the others not do the same?

A: That depends on what scatters the electrons. A useful model splits the resistivity into two parts,

\[
\rho(T)=\rho_0+\rho_{\rm ph}(T).
\]

The second part comes from lattice vibrations and shrinks on cooling. The first, the residual resistivity, comes from impurities, grain boundaries and surfaces, and is taken as independent of temperature. Adding the two is an approximation, to which I shall return.

As rough typical values for copper, take \(\rho_{\rm ph}=1.7\) µΩ cm at 300 K and 0.2 µΩ cm at 77 K. At unchanged geometry the resistance ratio equals the resistivity ratio, so the condition for a saving is

\[
\frac{\rho_0+\rho_{\rm ph}(T_h)}{\rho_0+\rho_{\rm ph}(T_c)}>a .
\]

The denominator is positive. Multiply by it and collect the terms in \(\rho_0\):

\[
\rho_{\rm ph}(T_h)-a\rho_{\rm ph}(T_c)>(a-1)\rho_0 ,
\]
\[
\rho_0<\frac{\rho_{\rm ph}(T_h)-a\rho_{\rm ph}(T_c)}{a-1}
=\frac{1.7-3.896\times0.2}{2.896}\ \mu\Omega\,\text{cm}
=0.318\ \mu\Omega\,\text{cm}.
\]

Since the inputs are rough, read this as about 0.3 µΩ cm. Your line is 2 µm wide, 1 µm high and 10 mm long. Its resistances correspond to \(\rho_0=0.05\) µΩ cm, well below the limit:

\[
r=\frac{0.05+1.7}{0.05+0.2}=\frac{1.75}{0.25}=7 .
\]

Q: And a narrow line on a chip?

A: Take one that is 40 nm wide, 80 nm high and 100 µm long, with 30 µA in it. Surfaces and grain boundaries are now close together, and I take \(\rho_0=2.5\) µΩ cm, again a rough value. Then

\[
r=\frac{2.5+1.7}{2.5+0.2}=\frac{4.20}{2.70}=1.556 .
\]

Its resistance falls from 1312.5 to 843.75 Ω, and its heat from 1.181 to 0.759 µW. Ideal refrigeration brings the total to

\[
3.896\times0.759\ \mu\text{W}=2.96\ \mu\text{W},
\]

about 2.5 times the room-temperature power. The line itself runs with 36% less heat, yet the complete system uses 150% more power. Most of the resistance is of the kind that cooling does not remove.

Q: You assumed that the two parts of the resistivity simply add. Surface scattering might not obey that.

A: It need not. The distance an electron travels between collisions with the lattice vibrations grows on cooling, and this can change how much the surfaces contribute. We can ask how wrong the 77 K value would have to be to change the verdict, with the 300 K value held fixed. Break-even requires \(\rho(T_c)=\rho(T_h)/a\).

For the wide line this is \(1.75/3.896=0.449\) µΩ cm, so the assumed 0.25 µΩ cm would have to rise by 80%. For the narrow line it is \(4.20/3.896=1.078\) µΩ cm, so the assumed 2.70 µΩ cm would have to fall by 60%. These figures are margins, not estimates of the error. They show that a correction of ten or twenty percent would alter the totals but not the ideal verdicts.

Q: Could the lines be much warmer than the cold stage? Then their resistance would be higher than you say.

A: Let us size it for heat flowing straight down through an oxide layer of thickness \(t\) and thermal conductivity \(\kappa_{\rm ox}\). A line of width \(w\) and length \(\ell\) presents the area \(w\ell\), so

\[
\Delta T=\frac{P_c\,t}{\kappa_{\rm ox}w\ell}.
\]

With \(t=1\) µm and a rough \(\kappa_{\rm ox}=0.5\) W/(m K) at 77 K, the wide line gives

\[
\Delta T=\frac{(1.25\times10^{-3}\ \text{W})(10^{-6}\ \text{m})}
{(0.5\ \text{W m}^{-1}\text{K}^{-1})(2\times10^{-6}\ \text{m})(10^{-2}\ \text{m})}
=0.125\ \text{K}.
\]

Between our two temperatures the phonon resistivity rises on average by \(1.5/223=0.0067\) µΩ cm per kelvin. Using that mean slope, the resistance of the wide line rises by 0.34% of its 77 K value. For the narrow line the same formula gives a warming of 0.38 K and a resistance rise of 0.09%. For an isolated line, heat also spreads sideways in the oxide, so both warmings are overestimates, that of the narrow line by more than a factor of ten. Heat from neighbouring lines, and any temperature drop between chip and cold stage, would add to it and are not included.

Q: So far the refrigerator has been ideal. What happens with a real one?

A: Let its performance be a fraction \(\eta\) of the ideal, so that it needs \(1/\eta\) times the least work:

\[
W=\frac{a-1}{\eta}P_c,\qquad
P_{\rm tot}=P_c\left(1+\frac{a-1}{\eta}\right).
\]

Setting \(P_{\rm tot}<P_h=rP_c\) and dividing by \(P_c\) gives

\[
r>1+\frac{a-1}{\eta}.
\]

The line's own watt is not divided by \(\eta\); only the refrigeration work is. For a rough \(\eta=0.20\), the required ratio is \(1+2.896/0.20=15.48\). Your line has only 7. Its total becomes \(15.48\times1.25=19.35\) mW, or 2.2 times its power at 300 K. The narrow line reaches 11.76 µW, about ten times its room-temperature power.

You can also solve for the refrigerator you would need. For \(r>1\),

\[
\eta>\frac{a-1}{r-1}.
\]

For the wide line this is \(2.896/6=0.483\). Anything below 48% of ideal performance turns the saving into a loss, even without stray heat. For \(1<r<a\), the right side exceeds one, and no refrigerator can meet the demand.

Q: Where does the performance go?

A: One contribution can be calculated at once. Heat enters a working fluid only if the fluid is colder than the stage, and leaves it only if the fluid is warmer than the room. Allow 5 K for each. An otherwise reversible cycle then works between 72 K and 305 K, and each watt removed costs

\[
\frac{305}{72}-1=3.236\ \text{W}
\]

instead of 2.896 W, an increase of 12%. This falls far short of explaining \(\eta=0.20\), so in such a machine most of the loss lies elsewhere.

Q: Suppose I find an excellent refrigerator. Then my wide line is safe?

A: We still have to bring the current in. A metal lead from the room to the cold stage conducts heat, and it also heats itself. A thicker lead has less resistance but conducts more heat, so there is a best compromise.

Let \(x\) run along the lead from its warm to its cold end, and let \(q(x)\) be the heat flow towards the cold end. The lead has cross-section \(A\), thermal conductivity \(\kappa\) and resistivity \(\rho\). It carries a steady current and exchanges no heat through its sides. Conduction and Joule heating give

\[
q=-\kappa A\frac{dT}{dx},\qquad
\frac{dq}{dx}=\frac{I^2\rho}{A}.
\]

Multiply the second equation by \(q\), and on its right side replace \(q\) by the first:

\[
q\frac{dq}{dx}=-I^2\kappa\rho\frac{dT}{dx}.
\]

The area has cancelled. In a metal the electrons carry both charge and most of the heat, which ties \(\kappa\) to \(\rho\). I use the Wiedemann–Franz law, \(\kappa\rho=L_0T\), with \(L_0=2.443\times10^{-8}\) W Ω/K². Integration from the warm end to the cold end gives

\[
\frac{q_c^2-q_h^2}{2}=-I^2L_0\int_{T_h}^{T_c}T\,dT
=\frac{I^2L_0(T_h^2-T_c^2)}{2},
\]
\[
q_c^2=q_h^2+I^2L_0(T_h^2-T_c^2).
\]

Here \(q_h\) is the heat entering from the room, and \(q_c\) is the heat arriving at the cold stage.

Q: And the compromise is to make \(q_c\) as small as possible?

A: That would minimize the load on the refrigerator. We want the least total electrical power. The Joule heat in the lead is \(q_c-q_h\), since the room supplies \(q_h\) without charge. Ideal refrigeration costs \((a-1)q_c\). Their sum is

\[
F=(q_c-q_h)+(a-1)q_c=aq_c-q_h .
\]

Changing the length or cross-section of the lead changes \(q_h\). From the relation above, \(dq_c/dq_h=q_h/q_c\), so

\[
\frac{dF}{dq_h}=a\frac{q_h}{q_c}-1=0
\quad\Longrightarrow\quad q_c=aq_h .
\]

This is a minimum, because \(d^2q_c/dq_h^2=(q_c^2-q_h^2)/q_c^3\) is positive. Insert \(q_c=aq_h\), and use \(T_h^2-T_c^2=T_c^2(a^2-1)\):

\[
(a^2-1)q_h^2=I^2L_0T_c^2(a^2-1),
\]
\[
q_h=I\sqrt{L_0}\,T_c,\qquad q_c=I\sqrt{L_0}\,T_h .
\]

The least cost of one lead, cooled only at its cold end, is therefore

\[
F_{\min}=I\sqrt{L_0}\left(\frac{T_h^2}{T_c}-T_c\right)
=I\sqrt{L_0}\,\frac{T_h^2-T_c^2}{T_c}.
\]

For our temperatures it is 0.1707 W per ampere. In this model the resistivity of the lead does not appear: a better conductor of charge is also a better conductor of heat.

Q: Per ampere that looks small, and I have only 10 mA.

A: Your line is small too. Two leads cost

\[
2\times0.010\ \text{A}\times0.1707\ \text{W/A}=3.41\ \text{mW}.
\]

The ideal total rises from 4.87 to 8.28 mW, against 8.75 mW at room temperature. The saving shrinks from 44% to about 5%. I have charged no lead loss to the room-temperature line.

At fixed current and cross-section, the line's saving grows with its length, but the lead cost does not. Ten millimetres save \(8.75-4.87=3.88\) mW before the leads are counted. The length that repays them is

\[
10\ \text{mm}\times\frac{3.413}{3.880}=8.8\ \text{mm}.
\]

In this lead model, with constant \(L_0\) and cooling only at the cold ends, a shorter line with the same current and cross-section and its own pair of leads loses power even with ideal refrigeration. For real copper leads the limiting length is only roughly this value. In pure copper \(\kappa\rho/T\) lies below \(L_0\), by about 40% near 77 K and by about 6% at 300 K. This lowers the cost to about 0.16 W per ampere and the length to about 8 mm. Extra cooling stages along the leads can lower their cost and so reduce this length. Several such lines in series can share one pair, and then their combined length counts.

Q: A superconducting line would have no resistance. Does that end the argument?

A: For a steady current it removes the line's Joule heat, so \(r\) grows without limit and \(aP_c\) goes to zero. The lead cost remains if normal metal brings the current from the room. So does any heat entering through supports and insulation. If the superconductor needs a lower \(T_c\), the ideal work per watt, \(T_h/T_c-1\), rises as well. Zero line resistance is not zero system power.

Q: You keep saying "at fixed current". Would a fixed voltage be kinder?

A: For a resistor across a fixed voltage it is worse. The power is \(V^2/R\), so when \(R\) falls by \(r\), the heat rises by \(r\). Ideal refrigeration then multiplies the original bill by \(ar\).

A signal line that charges a capacitance is a different case. Let the supply voltage be \(V\), the total capacitance \(C\), and let each transition finish completely. During charging, the supply delivers the charge \(CV\) at voltage \(V\), hence the energy \(CV^2\). The capacitance stores \(CV^2/2\), so the other half has become heat:

\[
E_{\rm charge}=CV^2-\frac12CV^2=\frac12CV^2 .
\]

On discharge the stored half becomes heat as well. One full cycle dissipates \(CV^2\), and \(R\) has dropped out. When the line is switched to a supply at fixed voltage, resistance sets how long the process takes, not how much energy it uses. A source whose voltage is ramped slowly compared with \(RC\) dissipates less, and its loss does depend on \(R\).

Q: Does that hold when resistance and capacitance are spread along the line?

A: Yes, since the energy balance never asked where they were. As a numerical test, the narrow line was divided into ten sections with a total of 20 fF, and driven to 0.7 V through a 1 kΩ driver. The charging loss was 4.90 fJ with the 300 K line resistance and 4.90 fJ with the 77 K value. The driver resistance was held the same in both.

A full cycle therefore dissipates 9.80 fJ at either temperature. If all of it is released at 77 K, ideal refrigeration raises the total to \(3.896\times9.80=38.2\) fJ. To break even at the same \(C\) and switching rate, \(V^2\) must fall by the factor \(a\), so \(V\) must fall to \(1/\sqrt{3.896}=0.51\) of its room-temperature value. Whether the transistors allow that is a separate question.

Q: How far should I trust these figures for real copper wiring?

A: The two current densities, 0.50 and 0.94 MA/cm², are of a plausible size for chip wiring. The wide line is a favourable case, and 10 mm is long for a line on a chip. Diffuse scattering at its surfaces alone would supply about 0.04 of the assumed 0.05 µΩ cm, which leaves little room for impurities and grain boundaries. With \(\rho_0=0.08\) µΩ cm, \(r\) is 6.4, and the ideal total with leads is 8.87 mW against 8.90 mW at 300 K. More impurities or smaller grains would raise \(\rho_0\) and lower \(r\). A resistive liner around the copper would also take up part of the narrow line's cross-section. Ideal refrigeration is a strong assumption: at \(\eta=0.20\) the wide line's total is 19.35 mW instead of 4.87 mW, before any lead is counted. Stray heat entering the cold stage through supports and insulation is left out of all these totals. It can exceed the few milliwatts considered here, and each watt of it costs at least 2.896 W of work. The lead cost is rougher than its digits suggest, because the Wiedemann–Franz law with a constant \(L_0\) is not accurate for pure copper throughout this range. The 5% saving left after the leads is too small to rely on. The full set of values is in the numerical output.

Q: Then why would anyone cool a copper line?

A: Perhaps for something other than total power. At 10 mA, the voltage drop along your wide line falls from 0.875 V to 0.125 V, and no refrigerator takes that benefit back. The resistance part of a signal delay falls too. If the cold stage must exist for another reason, its fixed costs may already be accepted, but each extra watt released there still needs at least 2.896 W of work. To claim a power saving, put the boundary around the line, its leads and the refrigerator, and compare that total with the line at 300 K.

## Values computed for the example and the checks

```
Hot and cold temperatures: 300, 77 K
Break-even resistance ratio: 3.896
Ideal work per watt removed: 2.896 W
Same with 5 K gap at each end: 3.236 W
Phonon resistivity 300 K, 77 K: 1.7, 0.2 uOhm cm
Largest residual resistivity: 0.318 uOhm cm
Wide: width, height: 2000, 1000 nm
Wide: length: 10000 um
Wide: current: 10.000 mA
Wide: current density: 0.500 MA/cm2
Wide: residual resistivity: 0.05 uOhm cm
Wide: total resistivity 300 K, 77 K: 1.75, 0.25 uOhm cm
Wide: R at 300 K, 77 K: 87.50, 12.50 Ohm
Wide: resistance ratio: 7.000
Wide: Joule heat 300 K, 77 K: 8.750, 1.250 mW
Wide: ideal total at 77 K: 4.870 mW
Wide: ideal total / 300 K power: 0.557
Wide: real-refrigerator total: 19.351 mW
Wide: real total / 300 K power: 2.212
Wide: self-heating at 77 K: 0.125 K
Wide: resulting resistance rise: 0.34 %
Wide: cold-resistivity change to break even: +79.7 %
Narrow: width, height: 40, 80 nm
Narrow: length: 100 um
Narrow: current: 0.030 mA
Narrow: current density: 0.938 MA/cm2
Narrow: residual resistivity: 2.50 uOhm cm
Narrow: total resistivity 300 K, 77 K: 4.20, 2.70 uOhm cm
Narrow: R at 300 K, 77 K: 1312.50, 843.75 Ohm
Narrow: resistance ratio: 1.556
Narrow: Joule heat 300 K, 77 K: 1.181, 0.759 uW
Narrow: ideal total at 77 K: 2.959 uW
Narrow: ideal total / 300 K power: 2.505
Narrow: real-refrigerator total: 11.756 uW
Narrow: real total / 300 K power: 9.952
Narrow: self-heating at 77 K: 0.380 K
Narrow: resulting resistance rise: 0.09 %
Narrow: cold-resistivity change to break even: -60.1 %
Real refrigerator, fraction of ideal: 0.20
Break-even ratio with it: 15.48
Fraction of ideal needed by wide line: 0.483
Oxide thickness: 1.0 um
Oxide thermal conductivity at 77 K: 0.5 W/(m K)
Lorenz number: 2.443e-08 W Ohm/K2
Least total cost per lead: 0.1707 W/A
Wide: cost of two leads: 3.413 mW
Wide: ideal total with leads: 8.283 mW
Wide: length that repays two leads: 8.80 mm
Switched line: C, V, driver: 20 fF, 0.7 V, 1.0 kOhm
Charging loss 300 K, 77 K: 4.9000, 4.9000 fJ
Full-cycle loss (twice charging): 9.800 fJ
Ideal total per cycle at 77 K: 38.18 fJ
```
